# Logarithmic Sound-Speed Rise in Glasses from Resonant Two-Level Systems: a numerical check

```python
"""
Result under test: resonant two-level systems (TLS) change the sound speed v of a glass by
  [v(T)-v(T0)]/v = C*{ln(T/T0) + Re psi(1/2+i*y) - Re psi(1/2+i*y0)},  y = hbar*omega/(2 pi k T),
which tends to C*ln(T/T0) for hbar*omega << kT << E_max.   C = P*gamma^2/(rho*v^2).
TLS: H = (Delta*sigma_z + Delta0*sigma_x)/2, E = sqrt(Delta^2+Delta0^2), u = Delta0/E,
strain e shifts Delta by 2*gamma*e, density P/Delta0 for Delta >= 0.
The relaxation part, which limits the law for the measured speed, is computed as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import digamma, exp1, zeta

hbar, kB, eV = const.hbar, const.k, const.e


def resonant_integral(a, kT, e_max):
    """PV integral of E tanh(E/2kT)/(E^2-a^2) from 0 to e_max, by quadrature."""
    near = quad(lambda E: E * np.tanh(E / (2 * kT)) / (E + a), 0, 2 * a,
                weight='cauchy', wvar=a, limit=400)[0]

    def far_integrand(s):
        E = np.exp(s)
        return E**2 * np.tanh(E / (2 * kT)) / (E**2 - a**2)
    far = quad(far_integrand, np.log(2 * a), np.log(e_max), limit=400)[0]
    return near + far


def re_psi(ratio):
    """Re psi(1/2 + i*ratio/(2 pi)), ratio = hbar*omega/kT."""
    return digamma(0.5 + 1j * ratio / (2 * np.pi)).real


# ---- one TLS: driven motion without a bath, units hbar = gamma = 1 ----
Delta, Delta0, kT1 = 0.6, 0.8, 0.4
E1 = np.hypot(Delta, Delta0)
u1 = Delta0 / E1
th1 = np.tanh(E1 / (2 * kT1))


def driven_response(omega, strain=1e-3):
    def motion(t, s):
        ramp = 0.5 * (1 + np.tanh((t - 150) / 25))
        bz = Delta + 2 * strain * ramp * np.cos(omega * t)
        return [-bz * s[1], bz * s[0] - Delta0 * s[2], Delta0 * s[1]]
    start = -th1 * np.array([Delta0, 0, Delta]) / E1
    t = 400 + np.arange(2000) * (5 * 2 * np.pi / omega) / 2000
    sol = solve_ivp(motion, (0, t[-1] + 0.01), start, method='DOP853',
                    t_eval=t, rtol=1e-10, atol=1e-12)
    return 2 * np.mean(sol.y[2] * np.cos(omega * t)) / strain


for omega in (0.3, 1.6):          # below and above the level splitting
    formula = -2 * u1**2 * E1 * th1 / (E1**2 - omega**2)
    assert abs(driven_response(omega) / formula - 1) < 2e-3

# ---- one TLS: static stiffness from level energies and from the free energy ----
def splitting(e):
    return np.hypot(Delta + 2 * e, Delta0)


def frozen_energy(e):             # populations held at their unstrained values
    return -0.5 * th1 * splitting(e)


def free_energy(e):               # populations follow the strain
    return -kT1 * np.log(2 * np.cosh(splitting(e) / (2 * kT1)))


def second_derivative(f, h=1e-3):
    return (f(h) - 2 * f(0.0) + f(-h)) / h**2


res1 = -2 * u1**2 * th1 / E1
rel1 = -(1 - u1**2) / np.cosh(E1 / (2 * kT1))**2 / kT1
assert abs(second_derivative(frozen_energy) / res1 - 1) < 1e-4
assert abs(second_derivative(free_energy) / (res1 + rel1) - 1) < 1e-4

# ---- delayed populations: in-phase part is reduced by 1/(1+omega^2 tau^2) ----
tau_test, om_test = 1.7, 0.9
t_lag = 40 + np.arange(1000) * (2 * np.pi / om_test) / 1000
lag = solve_ivp(lambda t, p: -(p - np.cos(om_test * t)) / tau_test, (0, t_lag[-1] + 0.01),
                [0.0], method='DOP853', t_eval=t_lag, rtol=1e-10, atol=1e-12)
in_phase = 2 * np.mean(lag.y[0] * np.cos(om_test * t_lag))
assert abs(in_phase * (1 + (om_test * tau_test)**2) - 1) < 1e-5

# ---- ensemble average in the original variables, Delta = Delta0*sinh(w) ----
def static_parts(kT, d_min=1e-3, d_max=200.0):
    s = np.linspace(np.log(d_min), np.log(d_max), 801)[:, None]
    w = np.linspace(0, 16, 1601)[None, :]
    E = np.exp(s) * np.cosh(w)
    half = np.minimum(E / (2 * kT), 300)
    resonant = np.tanh(half) / np.cosh(w)**2
    relaxing = E * np.tanh(w)**2 / np.cosh(half)**2 / (2 * kT)
    return [simpson(simpson(f, x=w[0], axis=1), x=s[:, 0]) for f in (resonant, relaxing)]


res_cold, rel_cold = static_parts(1.0)
res_warm, rel_warm = static_parts(3.0)
assert abs(-(res_warm - res_cold) - np.log(3)) < 2e-3       # logarithm of resonant part
for total_static in (res_cold + rel_cold, res_warm + rel_warm):
    assert abs(total_static - np.log(200 / 1e-3)) < 2e-3    # isothermal: no T left

# ---- principal-value integral against the digamma formula and its limits ----
for ratio in (0.05, 1.0, 2.2, 10.0):
    direct = resonant_integral(ratio, 1.0, 1e5)
    assert abs(direct - (np.log(1e5 / (2 * np.pi)) - re_psi(ratio))) < 1e-6
static_const = np.log(2 * np.exp(np.euler_gamma) / np.pi)
cut5 = quad(lambda x: np.tanh(x / 2) / x, 0, 5)[0]
assert abs(cut5 - np.log(5) - static_const - 2 * exp1(5)) < 2e-5
hot = np.log(1e5) + static_const - resonant_integral(0.2, 1.0, 1e5)
assert abs(hot / (7 * zeta(3) * (0.2 / (2 * np.pi))**2) - 1) < 0.01
cold = resonant_integral(1.0, 0.03, 1e5) - np.log(1e5)
assert abs(cold / (np.pi**2 / 6 * 0.03**2) - 1) < 0.02
x_min = minimize_scalar(lambda x: re_psi(x) - np.log(x), bounds=(0.5, 10),
                        method='bounded', options={'xatol': 1e-8}).x
at_min = resonant_integral(1.0, 1 / x_min, 1e5)
assert at_min > resonant_integral(1.0, 1.1 / x_min, 1e5)
assert at_min > resonant_integral(1.0, 0.9 / x_min, 1e5)

# ---- one-phonon rate: explicit sum over box modes, hbar = rho = v = gamma = u = L = 1 ----
# The energy delta function is a Gaussian one mode spacing wide, which averages out
# the irregular number of modes on each sphere.
n = np.arange(-38, 39)
k_mode = 2 * np.pi * np.sqrt(n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2)
E_box, width = 2 * np.pi * 30, 2 * np.pi
delta_E = np.exp(-(k_mode - E_box)**2 / (2 * width**2)) / (np.sqrt(2 * np.pi) * width)
rate_sum = 2 * np.pi * np.sum(k_mode / 2 * delta_E)   # squared coupling k^2/(2 omega) = k/2
assert abs(rate_sum / (E_box**3 / (2 * np.pi)) - 1) < 0.005

# ---- worked example: model glass with round parameters ----
rho, v_t, v_l = 2500.0, 3500.0, 6000.0
gam_t, gam_l = 0.7 * eV, 1.0 * eV
P_bar = 1e26 / eV                 # 1/(J m^3)
freq, T0, T_end, T_cut = 1e9, 0.2, 1.0, 20.0
C = P_bar * gam_t**2 / (rho * v_t**2)
T_ph = const.h * freq / kB
rate_coef = (gam_l**2 / v_l**5 + 2 * gam_t**2 / v_t**5) / (2 * np.pi * rho * hbar**4)


def fastest_rate(x, T):
    """Relaxation rate for u = 1 and E = x*kT, in 1/s."""
    return rate_coef * (kB * T * x)**3 / np.tanh(x / 2)


root_step = np.sqrt(60.0) / 1200  # x = root^2 resolves small energies
root = (np.arange(1200) + 0.5) * root_step
x_grid = root[:, None]**2
x_weight = 2 * root * root_step
w_grid = np.linspace(0, 20, 1001)[None, :]


def relaxation_part(T, f):
    """Relaxation contribution to (delta v/v)/C, with u = 1/cosh(w)."""
    wt = 2 * np.pi * f / fastest_rate(x_grid, T) * np.cosh(w_grid)**2
    inner = simpson(np.tanh(w_grid)**2 / (1 + wt**2), x=w_grid[0], axis=1)
    return -0.5 * np.sum(x_weight * inner / np.cosh(x_grid[:, 0] / 2)**2)


def resonant_part(T, f):
    return np.log(T) + re_psi(const.h * f / (kB * T))


def total_part(T, f):
    return resonant_part(T, f) + relaxation_part(T, f)


def slopes_near_1K(f):
    """Resonant and relaxation slopes d(delta v/v)/d(ln T), in units of C."""
    step = np.log(1.1 / 0.9)
    return [(part(1.1, f) - part(0.9, f)) / step for part in (resonant_part, relaxation_part)]


def speed_maximum(f, low, high):
    r = minimize_scalar(lambda s: -total_part(np.exp(s), f),
                        bounds=(np.log(low), np.log(high)), method='bounded',
                        options={'xatol': 1e-4})
    T = np.exp(r.x)
    assert 1.05 * low < T < high / 1.05
    return T


rows = []
I0 = resonant_integral(T_ph, T0, T_cut)
for T in (0.2, 0.4, 0.6, 0.8, 1.0):
    log_law = C * np.log(T / T0)
    resonant = C * (resonant_part(T, freq) - resonant_part(T0, freq))
    by_quadrature = -C * (resonant_integral(T_ph, T, T_cut) - I0)
    assert abs(resonant - by_quadrature) < 1e-6 * C
    relax = C * (relaxation_part(T, freq) - relaxation_part(T0, freq))
    rows.append((T, log_law, resonant, relax, resonant + relax))
log_end, total_end = rows[-1][1], rows[-1][4]
assert abs(total_end / log_end - 1) < 0.05

# share of the change that comes from TLS near the phonon energy (E < 2*hbar*omega)
near_change = quad(lambda E: E * (np.tanh(E / (2 * T_end)) - np.tanh(E / (2 * T0))) / (E + T_ph),
                   0, 2 * T_ph, weight='cauchy', wvar=T_ph)[0]
all_change = resonant_integral(T_ph, T_end, T_cut) - I0
near_share = near_change / all_change
assert abs(near_share) < 0.2

# slow waves: kT >> hbar*omega holds, yet fast relaxation reverses the slope.
# At 1 kHz TLS of very small E still relax slowly, so the limit is met less closely.
f_slow = 1e3
for f, tolerance in ((10.0, 0.003), (f_slow, 0.02)):
    slope_res, slope_rel = slopes_near_1K(f)
    assert abs(slope_rel + 1.5) < tolerance
    assert abs(slope_res + slope_rel + 0.5) < tolerance
T_max_fast = speed_maximum(freq, 0.5, 15.0)
T_max_slow = speed_maximum(f_slow, 0.005, 0.15)

# sizes of neglected effects
phonon_energy = (np.pi**2 * (kB * T_end)**4 / (30 * hbar**3)) * (1 / v_l**3 + 2 / v_t**3)
wt_end = 2 * np.pi * freq / fastest_rate(2.0, T_end)
broadening = hbar * fastest_rate(2.0, T_end) / (2 * kB * T_end)

print(f"density = {rho:.0f} kg/m^3")
print(f"transverse, longitudinal speed = {v_t:.0f}, {v_l:.0f} m/s")
print(f"transverse, longitudinal coupling = {gam_t/eV:.1f}, {gam_l/eV:.1f} eV")
print(f"TLS density constant P = {P_bar*eV:.1e} 1/(eV m^3)")
print(f"wave frequency = {freq/1e9:.1f} GHz")
print(f"energy cutoff E_max/k = {T_cut:.0f} K")
print(f"modulus rho v^2 = {rho*v_t**2/1e9:.3f} GPa")
print(f"C = {C*1e6:.2f} ppm")
print(f"phonon temperature hbar omega/k = {T_ph*1e3:.2f} mK")
print(f"hbar omega/kT at {T0} K and {T_end} K = {T_ph/T0:.4f}, {T_ph/T_end:.4f}")
print(f"change of v relative to {T0} K, in ppm:")
print("T (K) | log law | full resonant | relaxation | total")
for T, a, b, c, d in rows:
    print(f"{T:.1f} | {a*1e6:.2f} | {b*1e6:.2f} | {c*1e6:.2f} | {d*1e6:.2f}")
print(f"speed rise {T0} to {T_end} K, log law = {log_end*v_t:.3f} m/s")
print(f"speed rise {T0} to {T_end} K, total = {total_end*v_t:.3f} m/s")
print(f"total/log law at {T_end} K = {total_end/log_end:.4f}")
print(f"share of resonant change from E < 2 hbar omega = {near_share*100:.1f} %")
print(f"speed minimum at hbar omega/kT = {x_min:.4f}")
print(f"speed minimum (resonant part) at T = {T_ph/x_min*1e3:.2f} mK")
print(f"speed maximum (total, no cutoff), 1 GHz, at T = {T_max_fast:.2f} K")
print(f"speed maximum (total, no cutoff), 1 kHz, at T = {T_max_slow*1e3:.1f} mK")
print(f"1 kHz: hbar omega/kT at 1 K = {const.h*f_slow/kB:.2e}")
print(f"1 kHz near 1 K: resonant slope/C = {slope_res:.3f}")
print(f"1 kHz near 1 K: relaxation slope/C = {slope_rel:.3f}")
print(f"1 kHz near 1 K: total slope/C = {slope_res+slope_rel:.3f}")
print(f"isothermal test, resonant integral at kT=1, 3: {res_cold:.4f}, {res_warm:.4f}")
print(f"isothermal test, relaxation integral at kT=1, 3: {rel_cold:.4f}, {rel_warm:.4f}")
print(f"isothermal test, sum at kT=1, 3: {res_cold+rel_cold:.4f}, {res_warm+rel_warm:.4f}")
print(f"fastest rate at E=2kT, {T_end} K = {fastest_rate(2.0, T_end):.3e} 1/s")
print(f"omega tau at E=2kT, u=1, {T_end} K = {wt_end:.2f}")
print(f"cutoff correction 2 E1(E_max/kT) at {T_end} K = {2*exp1(T_cut/T_end):.1e}")
print(f"strain at which gamma e = kT, {T0} K = {kB*T0/gam_t:.2e}")
print(f"level broadening hbar/(tau E) at E=2kT, {T_end} K = {broadening:.1e}")
print(f"phonon energy density/(rho v^2) at {T_end} K = {phonon_energy/(rho*v_t**2):.1e}")
print("all tests passed")
```

Output:

```
density = 2500 kg/m^3
transverse, longitudinal speed = 3500, 6000 m/s
transverse, longitudinal coupling = 0.7, 1.0 eV
TLS density constant P = 1.0e+26 1/(eV m^3)
wave frequency = 1.0 GHz
energy cutoff E_max/k = 20 K
modulus rho v^2 = 30.625 GPa
C = 256.35 ppm
phonon temperature hbar omega/k = 47.99 mK
hbar omega/kT at 0.2 K and 1.0 K = 0.2400, 0.0480
change of v relative to 0.2 K, in ppm:
T (K) | log law | full resonant | relaxation | total
0.2 | 0.00 | 0.00 | 0.00 | 0.00
0.4 | 177.69 | 175.34 | -0.02 | 175.32
0.6 | 281.63 | 278.85 | -0.22 | 278.63
0.8 | 355.37 | 352.44 | -0.88 | 351.56
1.0 | 412.58 | 409.57 | -2.33 | 407.24
speed rise 0.2 to 1.0 K, log law = 1.444 m/s
speed rise 0.2 to 1.0 K, total = 1.425 m/s
total/log law at 1.0 K = 0.9871
share of resonant change from E < 2 hbar omega = 8.6 %
speed minimum at hbar omega/kT = 2.2685
speed minimum (resonant part) at T = 21.16 mK
speed maximum (total, no cutoff), 1 GHz, at T = 5.85 K
speed maximum (total, no cutoff), 1 kHz, at T = 58.6 mK
1 kHz: hbar omega/kT at 1 K = 4.80e-08
1 kHz near 1 K: resonant slope/C = 1.000
1 kHz near 1 K: relaxation slope/C = -1.491
1 kHz near 1 K: total slope/C = -0.491
isothermal test, resonant integral at kT=1, 3: 5.7300, 4.6319
isothermal test, relaxation integral at kT=1, 3: 6.4761, 7.5741
isothermal test, sum at kT=1, 3: 12.2061, 12.2061
fastest rate at E=2kT, 1.0 K = 7.285e+08 1/s
omega tau at E=2kT, u=1, 1.0 K = 8.62
cutoff correction 2 E1(E_max/kT) at 1.0 K = 2.0e-10
strain at which gamma e = kT, 0.2 K = 2.46e-05
level broadening hbar/(tau E) at E=2kT, 1.0 K = 2.8e-03
phonon energy density/(rho v^2) at 1.0 K = 1.7e-11
all tests passed
```
